# Birefringence of a subwavelength laminate of amorphous and crystalline phase-change material

**Question**

I am modelling a photonic phase-change memory element at a wavelength of 1550 nm. Suppose the material forms flat, alternating layers, each 10 nm thick, of the amorphous phase (relative permittivity 16) and the crystalline phase (relative permittivity 36). Half the volume is in each phase.

My first thought was to average the permittivities and use that one number. But a stack of layers has a special direction, so I expect light polarized along the layer normal to behave differently from light polarized in the plane. What are the two permittivities, and how large is the birefringence? Which direction must the light travel in to feel it? And are 10 nm layers thin enough, given that the crystalline phase also absorbs?

**Answer**

Your average is right for one polarization and wrong for the other. What decides is which field component is continuous across the interfaces.

Let $z$ be the layer normal, $\Lambda=20$ nm the period, and $f_a=f_c=1/2$ the volume fractions of amorphous and crystalline material. All permittivities $\varepsilon$ are relative. I take both phases to be isotropic and nonmagnetic, the interfaces sharp and the stack unbounded. Absorption is added later.

**The two permittivities**

If the optical phase across one period is small, the fields inside a period are nearly static. The laminate then acts as a uniform medium whose permittivity links the period averages of $D$ and $E$.

*Field in the plane.* Tangential $E$ is continuous at each interface, so both layers share the same $E_x$. The displacement differs from layer to layer, and its average is

$$\langle D_x\rangle=\varepsilon_0(f_a\varepsilon_a+f_c\varepsilon_c)E_x .$$

Hence

$$\varepsilon_\parallel=f_a\varepsilon_a+f_c\varepsilon_c=\tfrac12(16+36)=26 .$$

*Field along the normal.* There is no free charge at the interfaces, so now $D_z$ is shared. The field in layer $i$ is $E_i=D_z/(\varepsilon_0\varepsilon_i)$, and its average is

$$\langle E_z\rangle=\frac{D_z}{\varepsilon_0}\left(\frac{f_a}{\varepsilon_a}+\frac{f_c}{\varepsilon_c}\right).$$

Since $\varepsilon_\perp=D_z/(\varepsilon_0\langle E_z\rangle)$,

$$\frac1{\varepsilon_\perp}=\frac{f_a}{\varepsilon_a}+\frac{f_c}{\varepsilon_c},\qquad
\varepsilon_\perp=\frac{2\cdot16\cdot36}{16+36}=\frac{576}{26}=22.15 .$$

The circuit analogy is capacitors in parallel for the first case and in series for the second. In the series case the field is weaker in the crystalline layers by the factor $\varepsilon_a/\varepsilon_c=16/36$, so the high-permittivity material contributes less.

**The birefringence and its sign**

The medium is uniaxial, with its optic axis along $z$. Its ordinary and extraordinary indices are

$$n_o=\sqrt{\varepsilon_\parallel}=\sqrt{26}=5.099,\qquad
n_e=\sqrt{\varepsilon_\perp}=\frac{24}{\sqrt{26}}=4.707 ,$$

so that

$$\Delta n=n_e-n_o=\frac{24-26}{\sqrt{26}}=-0.392 .$$

The negative sign does not depend on which phase has the larger permittivity. To see this, write $\varepsilon_\perp=\varepsilon_a\varepsilon_c/(f_a\varepsilon_c+f_c\varepsilon_a)$ and put the difference over a common denominator. The numerator of $\varepsilon_\parallel-\varepsilon_\perp$ is

$$(f_a\varepsilon_a+f_c\varepsilon_c)(f_a\varepsilon_c+f_c\varepsilon_a)-\varepsilon_a\varepsilon_c
=f_af_c(\varepsilon_a^2+\varepsilon_c^2)+(f_a^2+f_c^2-1)\varepsilon_a\varepsilon_c .$$

Because $f_a+f_c=1$, the last bracket equals $-2f_af_c$. Therefore

$$\varepsilon_\parallel-\varepsilon_\perp=\frac{f_af_c(\varepsilon_c-\varepsilon_a)^2}{f_a\varepsilon_c+f_c\varepsilon_a} .$$

For positive real permittivities this cannot be negative. Here it is $0.25\times400/26=3.85$. It vanishes when either fraction is zero, so a fully amorphous or fully crystalline element has no form birefringence. Since $\Delta n=-(\varepsilon_\parallel-\varepsilon_\perp)/(n_o+n_e)$, the birefringence is quadratic in the permittivity contrast when that contrast is small.

**Which direction of travel**

Let the wave vector $\mathbf k$ lie in the $xz$ plane at angle $\theta$ to the normal. A wave with $E$ along $y$ has its field in the layer plane at any $\theta$, so its index is $n_o$.

The other polarization has $H$ along $y$. For fields varying as $e^{i(k_xx+k_zz-\omega t)}$, Maxwell's curl equations give

$$D_x=\frac{k_zH}{\omega},\qquad D_z=-\frac{k_xH}{\omega},\qquad k_zE_x-k_xE_z=\omega\mu_0H .$$

Insert $E_x=D_x/(\varepsilon_0\varepsilon_\parallel)$ and $E_z=D_z/(\varepsilon_0\varepsilon_\perp)$ in the third equation, then multiply by $\omega\varepsilon_0/H$. With $k_0=\omega/c$ and $\varepsilon_0\mu_0=1/c^2$,

$$\frac{k_z^2}{\varepsilon_\parallel}+\frac{k_x^2}{\varepsilon_\perp}=k_0^2 .$$

Setting $k_x=k_0n\sin\theta$ and $k_z=k_0n\cos\theta$ gives

$$\frac1{n(\theta)^2}=\frac{\cos^2\theta}{\varepsilon_\parallel}+\frac{\sin^2\theta}{\varepsilon_\perp} .$$

At $\theta=0$ both polarizations have index $n_o$: light travelling along the normal feels no birefringence. At $45^\circ$ the index is 4.891, which is 0.208 below $n_o$. At $90^\circ$, with the light travelling in the plane of the layers, the difference reaches its full 0.392. Without loss, the path that puts the two polarizations half a wave apart is then

$$L_{\pi}=\frac{\lambda}{2|\Delta n|}=\frac{1550\ \text{nm}}{2\times0.3922}=1976\ \text{nm} .$$

These angles are measured inside the medium. Light entering from air through a face parallel to the layers has $k_x\le k_0$, which keeps it within about $11^\circ$ of the normal. The index difference there is at most about 0.017. To feel the full birefringence, the light has to travel along the layers, for example by entering through an edge.

**Are 10 nm layers thin enough?**

The phase across one period is $k_0n_o\Lambda=0.413$ rad, which is smaller than one but not tiny. The leading correction can be found for travel in the plane.

Let the wave vary as $e^{ik_0Nx}$. In layer $i$, of thickness $d_i=f_i\Lambda$, the transverse field obeys $F''=-\kappa_i^2F$ with $\kappa_i^2=k_0^2(\varepsilon_i-N^2)$. Here $F$ is $E_y$ or $H_y$. The wave that becomes uniform for thin layers is even about the centre of each layer, so $F\propto\cos\kappa_iz_i$, with $z_i$ measured from that centre.

At an interface, $F$ and $F'/p_i$ are continuous, where $p_i=1$ for $E_y$ and $p_i=\varepsilon_i$ for $H_y$. The ratio $F'/(p_iF)$ is $-(\kappa_i/p_i)\tan(\kappa_id_i/2)$ at the right edge of a layer and has the opposite sign at the left edge. Matching the right edge of one layer to the left edge of the next gives

$$\sum_i\frac{\kappa_i}{p_i}\tan\frac{\kappa_id_i}{2}=0 .$$

Use $\tan u\approx u+u^3/3$ and divide by $k_0^2\Lambda/2$:

$$\sum_i\frac{f_i(\varepsilon_i-N^2)}{p_i}+\frac{(k_0\Lambda)^2}{12}\sum_i\frac{f_i^3(\varepsilon_i-N^2)^2}{p_i}=0 .$$

The first sum alone returns $N^2=\varepsilon_\parallel$ for $p_i=1$ and $N^2=\varepsilon_\perp$ for $p_i=\varepsilon_i$. Putting these values into the second sum gives the shifts

$$\delta\varepsilon_\parallel=\frac{(k_0\Lambda)^2}{12}\sum_i f_i^3(\varepsilon_i-\varepsilon_\parallel)^2,\qquad
\delta\varepsilon_\perp=\varepsilon_\perp\frac{(k_0\Lambda)^2}{12}\sum_i\frac{f_i^3(\varepsilon_i-\varepsilon_\perp)^2}{\varepsilon_i} .$$

For your stack they are 0.0137 and 0.0117. A numerical solution of Maxwell's equations for the layered medium gives $N^2=26.014$ and $22.166$, in agreement. Each permittivity is shifted by only about 0.05% of its value, and the birefringence stays at $-0.392$, so without loss 10 nm layers are thin enough.

At a 100 nm period the same solution gives 26.34 and 22.45, yet $\Delta n$ is still $-0.394$. The two indices have each risen by about 0.03, and the rises nearly cancel in the difference. A steady $\Delta n$ is therefore not evidence that the individual indices are accurate.

**What absorption does**

The continuity arguments did not require real permittivities, so the same averages hold with loss. With the time factor $e^{-i\omega t}$, absorption means a positive imaginary part. Take $\varepsilon_c=36+12i$, which corresponds to a crystalline index of $6.08+0.99i$. Then

$$\varepsilon_\parallel=26+6i,\qquad
\varepsilon_\perp=\frac{32(36+12i)}{52+12i}=22.65+2.16i ,$$

$$n_o=5.132+0.585i,\qquad n_e=4.765+0.226i .$$

The shift formulas of the previous section also hold for complex permittivities. With these values both shifts are below 0.02 in magnitude, so 10 nm layers are still thin enough when the crystalline phase absorbs.

The real birefringence falls slightly in size, to $-0.368$. The imaginary parts differ by almost as much, 0.358, so the laminate is nearly as dichroic as it is birefringent. The extraordinary wave is absorbed less because its field is weaker inside the absorbing crystalline layers.

Intensity falls by a factor $e$ over $\lambda/(4\pi\,\mathrm{Im}\,n)$, which is 211 nm for the ordinary wave and 545 nm for the extraordinary wave. The half-wave path is now $1550/(2\times0.3677)=2108$ nm. Apart from reflections at the ends, the surviving intensity fractions are

$$e^{-2108/211}\approx5\times10^{-5},\qquad e^{-2108/545}\approx0.02 .$$

With this loss the stack is not a usable half-wave plate. It acts more like a polarizer that also absorbs most of the wanted light.

**How this compares with a real element**

Your permittivities, and the loss I added, are round illustrative numbers meant to resemble germanium–antimony–telluride films near 1550 nm, not measured values. Actual values depend on composition, deposition and crystalline structure, so use measured complex indices for both phases. I kept the amorphous phase lossless. An imaginary index of only 0.05 there would roughly halve the surviving extraordinary intensity, from 0.02 to 0.01. In the crystalline phase, absorption at the level assumed here changes $\Delta n$ by about 6% relative to the lossless value, but it removes nearly all the light over a half-wave path.

Interfaces also matter. Suppose each one is a linear grade in $\varepsilon$, 2 nm wide, with the period held at 20 nm and loss left out. The mean of $1/\varepsilon$ across a grade is

$$\int_0^1\frac{dt}{\varepsilon_a+(\varepsilon_c-\varepsilon_a)t}=\frac{\ln(\varepsilon_c/\varepsilon_a)}{\varepsilon_c-\varepsilon_a}=0.0405 .$$

Each pure layer now fills 0.4 of the period, and the two grades together fill 0.2:

$$\frac1{\varepsilon_\perp}=0.4\left(\frac1{16}+\frac1{36}\right)+0.2\times0.0405=0.0442 .$$

This gives $\varepsilon_\perp=22.61$, while $\varepsilon_\parallel$ stays at 26 because the mean of $\varepsilon$ over a grade is also 26. The birefringence becomes $-0.344$, about 12% smaller in size than with sharp interfaces. An error of 0.05 in the crystalline fraction changes $\Delta n$ less: with sharp, lossless layers, $\Delta n$ is $-0.381$ at a fraction of 0.45 and $-0.396$ at 0.55. The two indices themselves, however, each move by about 0.1.

Two assumptions deserve a check in your device. The result needs flat layers, not merely equal volumes of the two phases, and nothing here shows that a switching pulse would produce such layers. A thin film or waveguide also adds a polarization dependence through its own boundaries, so its mode indices have to be calculated with $\varepsilon_\parallel$ and $\varepsilon_\perp$ as inputs. The numerical output below lists the values to more digits.

## Numbers as computed

```
INPUTS
wavelength = 1550 nm, period = 20 nm
layer thickness = 10 nm each
eps amorphous = 16, eps crystalline = 36 (1)
phase across a period, k0 n_o period = 0.413 rad
LONG-WAVELENGTH RESULT (dimensionless)
eps in-plane = 26.0000
eps normal = 22.1538
eps in-plane - eps normal = 3.8462
n_o = 5.0990, n_e = 4.7068
birefringence n_e - n_o = -0.3922
same from Bloch waves, 2 nm period = -0.3922
extraordinary index at 45 deg = 4.8911
index difference at 45 deg = -0.2079
half-wave path without loss = 1976 nm
FINITE PERIOD (dimensionless)
leading shift in-plane, 20 nm = 0.01369
leading shift normal, 20 nm = 0.01167
Bloch N^2 at 20 nm: in-plane 26.0137, normal 22.1655
birefringence at 20 nm period = -0.3923
Bloch N^2 at 100 nm: in-plane 26.3419, normal 22.4547
birefringence at 100 nm period = -0.3938
FRACTION AND INTERFACES (dimensionless)
birefringence, crystalline part 0.45 = -0.3812
birefringence, crystalline part 0.55 = -0.3962
grading width = 2 nm per interface
eps normal with grading = 22.6140
birefringence with grading = -0.3436
ABSORPTION (rough typical size)
eps crystalline = 36 + 12i
crystalline index = 6.081 + 0.987i
eps in-plane = 26.000 + 6.000i
eps normal = 22.652 + 2.157i
n_o = 5.1324 + 0.5845i
n_e = 4.7648 + 0.2264i
birefringence, real part = -0.3677
dichroism, k_e - k_o = -0.3581
1/e intensity depth, ordinary = 211 nm
1/e intensity depth, extraord. = 545 nm
half-wave path with loss = 2108 nm
intensity left after it, ordinary = 4.59e-05
intensity left after it, extraordinary = 2.09e-02
```
